Comb and multinomial resampling of walkers: mean weights and copy-number variance

**What goes wrong**

In a projector Monte Carlo run the walkers gain and lose weight at every step. After a while a few carry most of the total, and the others cost as much to propagate while contributing little. The population is therefore resampled: heavy walkers are copied, light ones removed, and the weights made equal.

This can do harm in two ways. If the resampled population does not represent the old one on average, the projected state is wrong, and longer runs do not repair it. If it does so on average but with needless noise, useful walkers are lost by chance. Take six walkers of equal weight, and draw six new ones independently from them. Nothing needed changing, yet a given walker is missed by all six draws with probability (1 − 1/6)⁶ = 0.335, so about a third of the population is expected to vanish.

The comb replaces the independent draws by equally spaced ones that share a single random number. Two questions follow: does it keep the right average, and how much do its copy numbers fluctuate?

**Two walkers, two copies**

Let walker 1 hold a share p of the total weight, with 0 < p ≤ 1/2, and walker 2 the rest. Draw the total weight as a line of length 2, so that one unit of length stands for one copy. Walker 1 owns [0, 2p), and walker 2 owns [2p, 2). Place teeth at u and u + 1, with u uniform on [0, 1). Each tooth makes one copy of the walker it hits.

The second tooth lies at or beyond 1 ≥ 2p, so it misses walker 1. The first hits walker 1 when u < 2p. Its copy number n₁ is therefore 1 with probability 2p and 0 otherwise:

E[n₁] = 2p, Var_comb(n₁) = 2p − (2p)² = 2p(1 − 2p).

Two independent draws, each choosing walker 1 with probability p, have the same mean 2p. Each draw has variance p(1 − p), and the variances add:

Var_mult(n₁) = 2p(1 − p).

The multinomial value is larger by 2p². At p = 1/2 the comb gives one copy of each walker without fluctuation, while independent draws give variance 1/2. For p → 0 both variances approach 2p, and the relative advantage disappears.

**Any number of walkers: the mean**

Now let N walkers xᵢ have weights wᵢ ≥ 0 and total W = Σᵢ wᵢ > 0. They are replaced by M copies, each of weight W/M; M need not equal N. Define

pᵢ = wᵢ/W, mᵢ = M pᵢ.

The weights must be non-negative because they serve as lengths. Scale the line of stacked weights by M/W, so that its length is M and walker i owns an interval [aᵢ, bᵢ) with bᵢ − aᵢ = mᵢ. The teeth lie at u + j, j = 0, 1, …, M − 1, where u is uniform on [0, 1) and independent of the walkers. In units of weight their spacing is W/M.

With 1[…] equal to 1 when the condition holds and 0 otherwise,

nᵢ(u) = Σⱼ 1[aᵢ ≤ u + j < bᵢ].

At fixed walkers and weights, the mean is an integral over u. In the term with index j, substitute t = u + j; this t runs from j to j + 1. The M unit intervals join into one:

E[nᵢ] = Σⱼ ∫₀¹ 1[aᵢ ≤ u + j < bᵢ] du
= ∫₀ᴹ 1[aᵢ ≤ t < bᵢ] dt
= bᵢ − aᵢ = mᵢ.

For any function f of a walker, linearity then gives

E[(W/M) Σᵢ nᵢ f(xᵢ)] = (W/M) Σᵢ (M wᵢ/W) f(xᵢ) = Σᵢ wᵢ f(xᵢ).

This is what preserving the expected weighted distribution means. The function may be vector-valued. In phaseless auxiliary-field Monte Carlo with trial state Ψ_T, the population represents the state Σᵢ wᵢ |φᵢ⟩/⟨Ψ_T|φᵢ⟩, which has this form, so its average is preserved too.

Multinomial resampling makes M independent draws with probabilities pᵢ. It also has E[nᵢ] = M pᵢ = mᵢ, and the same identity follows. Both schemes produce M copies of weight W/M, so the total weight is W in every outcome.

As a limit, take M = N and equal weights. Each interval has length 1 and contains one tooth for every u, so the comb returns the original population. The multinomial loss probability is (1 − 1/M)ᴹ. Since M ln(1 − 1/M) → −1 for large M, it tends to 1/e = 0.368; at M = 100 it is 0.366.

**Does the mean survive later steps?**

Let h be the vector of total weights on the possible walker states. Suppose that one step of moving and reweighting gives, for a given population,

E[h_next | population] = G h,

where G is linear and does not depend on the population. If h′ is the vector after resampling, E[h′ | walkers] = h. Averaging first over the step and then over the resampling gives

E[h_next | walkers] = G E[h′ | walkers] = G h.

The argument can be repeated at each later step. It can fail if G itself is adjusted using the current population, because the average of a product is in general not the product of the averages. It also concerns sums of weights, not ratios: the average of a ratio generally differs from the ratio of the averages.

The copy weight W/M matters here. Consider three walkers of weight one, two in state 1 and one in state 2. A walker in state 1 stays there with probability 0.8, and one in state 2 stays with probability 0.7. After the move its weight is multiplied by 1.2 if it is now in state 1 and by 0.7 if it is in state 2. Hence

G₁₁ = 1.2 × 0.8 = 0.96, G₁₂ = 1.2 × 0.3 = 0.36,
G₂₁ = 0.7 × 0.2 = 0.14, G₂₂ = 0.7 × 0.7 = 0.49.

Starting from h = (2, 1), one step gives (2.28, 0.77) and the second gives (2.4660, 0.6965). State 1 then holds a share 2.4660/3.1625 = 0.780 of the expected weight. Summing over every possible move, with a comb between the steps and copies of weight W/M, gives the same two expected weights.

If the copies are instead reset to weight one and the factor W/M is forgotten, the same enumeration gives a share of 0.770, about 1.3% below the correct share. The sign can be derived. Let K walkers be in state 1 after the first step. That state's share of the weight is

s(K) = 1.2K/[1.2K + 0.7(3 − K)] = 1.2K/(2.1 + 0.5K).

Written as s(K) = 2.4 − 5.04/(2.1 + 0.5K), it has second derivative −2.52/(2.1 + 0.5K)³ < 0, so it is strictly concave. Resetting gives every population the same total weight and so yields the average E[s(K)]. The correct share weights each population by its W, which gives E[1.2K]/E[2.1 + 0.5K] = s(E[K]). Since K fluctuates, concavity makes E[s(K)] smaller than s(E[K]). The second step turns a share s into

(0.36 + 0.60s)/(0.85 + 0.25s),

whose derivative has the sign of 0.60 × 0.85 − 0.36 × 0.25 = 0.42 > 0. The lower share therefore stays lower. This is a population-control bias: it comes from discarding the fluctuating total weight. Over these two steps the derivation used only the mean of the copy numbers, so any resampling with the right mean gives the same 0.770. Over more steps the size of the bias also depends on the resampling noise: after 30 steps the correct share is 0.800, and resetting gives 0.780 with the comb and 0.777 with independent draws. All these shares are ratios of expected weights, with the weights averaged over runs before dividing. Within a single run the factor W/M is common to all walkers and cancels from the share, so keeping it does not remove the bias of a ratio formed run by run: after two steps with the comb, that ratio averages 0.738 whether the factor is kept or reset.

**Any number of walkers: the fluctuations**

Write kᵢ for the integer part of mᵢ and rᵢ = mᵢ − kᵢ for the remainder, so 0 ≤ rᵢ < 1. The copy number counts integers j with aᵢ − u ≤ j < bᵢ − u. The limits 0 ≤ j ≤ M − 1 exclude none of these, because aᵢ − u > −1 and bᵢ − u ≤ M. With ceil(x) the smallest integer not below x,

nᵢ = ceil(bᵢ − u) − ceil(aᵢ − u).

Each ceiling exceeds its argument by an amount in [0, 1). The difference of two such amounts lies strictly between −1 and 1, so |nᵢ − mᵢ| < 1. If mᵢ is an integer, nᵢ = mᵢ. Otherwise nᵢ is kᵢ or kᵢ + 1. The mean fixes the probabilities:

kᵢ + P(nᵢ = kᵢ + 1) = mᵢ, so P(nᵢ = kᵢ + 1) = rᵢ.

Adding the constant kᵢ does not change a variance, and a variable equal to 1 with probability rᵢ and 0 otherwise has variance rᵢ − rᵢ². Thus

Var_comb(nᵢ) = rᵢ(1 − rᵢ) ≤ 1/4.

For multinomial resampling, nᵢ is a sum of M independent variables, each equal to 1 with probability pᵢ and 0 otherwise:

Var_mult(nᵢ) = M pᵢ(1 − pᵢ) = mᵢ(1 − mᵢ/M).

To compare them, drop the index i and let n be any integer-valued copy number with mean m = k + r. No integer lies strictly between k and k + 1, so

(n − k)(n − k − 1) ≥ 0.

Call the average of this product Q. Expanding the product gives

Q = E[n²] − (2k + 1)m + k(k + 1).

Solve for E[n²], subtract m², and insert m = k + r:

Var(n) = (2k + 1)(k + r) − k(k + 1) − (k + r)² + Q
= (2k² + 2kr + k + r) − (k² + k) − (k² + 2kr + r²) + Q
= r(1 − r) + Q.

Since Q ≥ 0, no integer copy number with this mean has a smaller variance than the comb's. Applied to the multinomial case, this proves

Var_comb(nᵢ) ≤ Var_mult(nᵢ).

The inequality is strict when M > 1 and 0 < pᵢ < 1. Every value from 0 to M then has positive multinomial probability. These are at least three values, while the product vanishes at two, so Q > 0. If M = 1, or if pᵢ is 0 or 1, the variances are equal.

For mᵢ < 1 the difference is

mᵢ(1 − mᵢ/M) − mᵢ(1 − mᵢ) = mᵢ²(1 − 1/M),

which reduces to 2p² for two walkers. It is of second order in mᵢ, so the comb does little to steady the copy number of a very light walker.

The loss probabilities also differ. The comb never loses a walker with mᵢ ≥ 1 and loses a lighter one with probability 1 − mᵢ. Independent draws lose walker i with probability (1 − pᵢ)ᴹ.

**Six walkers with numbers**

Take N = M = 6 and the model weights below. Their total is W = 7.5, each copy has weight 7.5/6 = 1.25, and mᵢ = wᵢ/1.25.

| i | wᵢ | mᵢ | Var comb | Var mult. | lost, comb | lost, mult. |
|---|---|---|---|---|---|---|
| 1 | 0.3 | 0.24 | 0.182 | 0.230 | 0.76 | 0.783 |
| 2 | 0.6 | 0.48 | 0.250 | 0.442 | 0.52 | 0.606 |
| 3 | 0.9 | 0.72 | 0.202 | 0.634 | 0.28 | 0.464 |
| 4 | 1.2 | 0.96 | 0.038 | 0.806 | 0.04 | 0.351 |
| 5 | 1.8 | 1.44 | 0.246 | 1.094 | 0 | 0.193 |
| 6 | 2.7 | 2.16 | 0.134 | 1.382 | 0 | 0.069 |

For walker 6, the remainder is 0.16. The comb variance is 0.16 × 0.84 = 0.134, and the multinomial variance is 2.16 × (1 − 2.16/6) = 1.382. Walker 4 deserves almost one copy: the comb omits it with probability 0.04, independent draws with probability 0.351. Summed over walkers, the variances are 1.05 for the comb and 4.59 for independent draws.

**From copy numbers to averages**

An observable combines all the copy numbers. For A = Σᵢ nᵢ fᵢ/M, with fᵢ = f(xᵢ),

Var(A) = (1/M²) Σᵢ Σⱼ fᵢ fⱼ Cov(nᵢ, nⱼ).

The result above controls the terms i = j. The others depend, for the comb, on the order of the walkers along the line. In the multinomial case A is the mean of M independent draws of f, so

Var_mult(A) = [Σᵢ pᵢ fᵢ² − (Σᵢ pᵢ fᵢ)²]/M.

Give the six walkers the local energies −1.20, −1.10, −1.16, −1.08, −1.14 and −1.12 hartree, in the order of the table. Their weighted mean is

−(0.360 + 0.660 + 1.044 + 1.296 + 2.052 + 3.024)/7.5 = −1.1248 hartree,

and both schemes preserve it on average. The standard deviation added by resampling is 0.0116 hartree for independent draws. For the comb in the listed order it is 0.0076 hartree, found by summing over the intervals of u in which the copy numbers are constant. Over all 720 orders the comb value ranges from 0.00299 to 0.00905 hartree, with a root mean square of 0.0064 hartree. In this example every order is quieter than independent draws.

That is not a general rule. Take N = 2M equal weights and let f alternate between +1 and −1 along the line. Each walker owns a length 1/2. If u < 1/2, every tooth hits an odd-numbered walker; otherwise every tooth hits an even-numbered one. Thus A is +1 or −1 with equal probability:

Var_comb(A) = 1, Var_mult(A) = 1/M.

For M = 4 the comb is four times worse in variance, although each of its copy numbers has variance 1/4 against 1/2 × (1 − 1/8) = 7/16 for independent draws. Walkers of the same parity are chosen together (covariance +1/4, fᵢ fⱼ = +1), and walkers of opposite parity exclude each other (covariance −1/4, fᵢ fⱼ = −1), so every off-diagonal term adds +1/4. With the 2M diagonal terms, all (2M)² terms equal 1/4, and Var_comb(A) = (1/M²) × 4M² × 1/4 = 1.

For M > 1, shuffling the walkers before the comb, independently of u, usually breaks this alignment: of the (2M)!/(M!)² equally likely patterns of signs, only two alternate. The mean is right for every order, so it remains right after shuffling. The comb now selects a random set of M walkers out of 2M. One walker is selected with probability 1/2, and a given pair with probability (1/2)(M − 1)/(2M − 1). Since Σᵢ fᵢ = 0 and Σᵢ fᵢ² = 2M, the sum of fᵢ fⱼ over i ≠ j is −2M. Therefore

Var_shuffled(A) = (1/M²) × 2M × (1/2) × [1 − (M − 1)/(2M − 1)]
= (1/M) × M/(2M − 1)
= 1/(2M − 1).

For M = 4 this is 1/7 = 0.143, below the multinomial 0.25. At M = 1 all three variances equal 1, as they must: a comb with one tooth is a single random draw.

All numerical values are calculated from the stated model.
